# How many monolayers until mounds emerge in the Villain instability

## Dimensions fix the clock

Let $h(\mathbf x,t)$ be the height of a growing crystal surface, counted in atomic layers and therefore dimensionless. Atoms arrive at a rate $F$, in monolayers (ML) per second. Two lengths describe what they do next: the nucleation length $L$, the typical distance between island centres, and the Ehrlich-Schwoebel length $s\ll L$, which measures the extra barrier for stepping down over an edge.

On a surface that is flat on average, the growth law cannot depend on the zero of height, and, if the surface is taken as isotropic, it must be unchanged when the lateral axes are reversed or rotated. The lowest linear terms allowed are then $\nabla^2h$ and $\nabla^4h$. Take the destabilising coefficient as $FLs$ and the smoothing coefficient as $FL^4$. With time replaced by the coverage $\theta=Ft$, both are divided by $F$:

$$\nu=Ls\ \ (\text{length}^2/\text{ML}),\qquad K=L^4\ \ (\text{length}^4/\text{ML}).$$

The one combination of $\nu$ and $K$ that is a coverage is

$$\frac{K}{\nu^2}=\frac{L^4}{L^2s^2}=\left(\frac Ls\right)^2 .$$

This is the origin of the estimate that mounds emerge after roughly $(L/s)^2$ monolayers. Dimensions do not supply the number in front. Deposition noise also brings in the area $\Omega$ of a surface site, which sets the height variance added per monolayer. Counted per monolayer like $\nu$, it gives the dimensionless ratio $\nu/\Omega=Ls/\Omega$. If $\nu$, $K$ and this noise are all that matter, the coverage at which mounds reach a given height has the form

$$\theta=\left(\frac Ls\right)^2\Phi\!\left(\frac{Ls}{\Omega}\right).$$

The function $\Phi$ turns out to be logarithmic, but not close to one.

## Where the two coefficients come from

**Destabilisation.** Consider a terrace of width $\ell$ with the ascending step at $x=0$ and the descending step at $x=\ell$. Let $n$ be the number of adatoms per site and $D$ their diffusion coefficient. In the steady state

$$Dn''+F=0,\qquad n(0)=0,\qquad -Dn'(\ell)=\frac Ds\,n(\ell).$$

The ascending step absorbs perfectly; the last condition defines $s$. The solution is $n=Ax-Fx^2/2D$. Inserting it in the last condition gives

$$\frac{F\ell}{D}-A=\frac1s\left(A\ell-\frac{F\ell^2}{2D}\right)
\;\Rightarrow\;
A=\frac{F\ell}{2D}\,\frac{2s+\ell}{s+\ell}.$$

Hence

$$n(\ell)=\frac{F\ell^2}{2D}\left(\frac{2s+\ell}{s+\ell}-1\right)=\frac{F\ell^2s}{2D(\ell+s)}.$$

Uphill is the direction of $-x$, so the uphill current is $+Dn'$. Its average over the terrace is

$$j=\frac1\ell\int_0^\ell Dn'\,dx=\frac{Dn(\ell)}{\ell}=\frac{Fs}{2}\,\frac{\ell}{\ell+s}.$$

For $s\ll\ell$ this is $Fs/2$, and without a barrier it vanishes.

On a nearly flat surface, steps up and steps down are both about $L$ apart, and their currents cancel except for the imbalance caused by the mean slope $m$ (layers per length). All steps face the same way when $m\approx1/L$, so the imbalance is about $mL$. This gives $j\approx\tfrac12FsLm$, which is $FLs$ times the slope up to a factor of order one. Conservation of atoms, $\partial_th=F-\nabla\cdot\mathbf j$, turns an uphill current into $-FLs\nabla^2h$, the unstable sign.

**Smoothing.** If nucleation leaves $L$ as the only length and $F$ as the only rate, a coefficient of dimension length$^4$/time must be a number times $FL^4$. The number and its stabilising sign are taken as given here, not derived.

With both coefficients set to one, and $h$ measured from its mean,

$$\frac{\partial h}{\partial\theta}=-Ls\,\nabla^2h-L^4\nabla^4h+\eta ,$$

where $\eta$ is the deposition noise.

## The fastest mode

For $h\propto e^{i\mathbf q\cdot\mathbf x}$, $\nabla^2$ becomes $-q^2$ and $\nabla^4$ becomes $q^4$. The growth rate per monolayer is

$$\sigma(q)=Ls\,q^2-L^4q^4 .$$

Setting the derivative with respect to $q^2$ to zero gives $Ls-2L^4q^2=0$, so

$$q_*^2=\frac{s}{2L^3},\qquad
\sigma_*=\frac{s^2}{2L^2}-\frac{s^2}{4L^2}=\frac{s^2}{4L^2}.$$

The amplitude of this mode grows by a factor $e$ in

$$\theta_e=\frac1{\sigma_*}=4\left(\frac Ls\right)^2,
\qquad
\lambda_*=\frac{2\pi}{q_*}=2\pi\sqrt2\,L\sqrt{\frac Ls}.$$

Since $\lambda_*\gg L$, the mounds are much wider than the islands, as a continuum equation requires. For general coefficients, $\nu=c_\nu Ls$ and $K=c_KL^4$, the same algebra gives $\theta_e=4K/\nu^2=4(c_K/c_\nu^2)(L/s)^2$. The factor $\tfrac12$ found on the terrace would by itself lengthen the clock fourfold.

## Roughness grown from deposition noise

An e-folding coverage does not say when mounds are visible; that depends on the starting amplitude. Let the substrate be flat and the arrivals random. On an area $A$, a coverage $d\theta$ brings $A\,d\theta/\Omega$ atoms on average, with an equal variance. Each atom raises the mean height by $\Omega/A$, so the height variance added is $\Omega\,d\theta/A$. The power spectrum $S(q,\theta)$ therefore obeys

$$\frac{dS}{d\theta}=2\sigma S+\Omega,\quad S(q,0)=0
\;\Rightarrow\;
S=\Omega\,\frac{e^{2\sigma\theta}-1}{2\sigma}.$$

The mean-square height is $W^2=\int d^2q\,S/(2\pi)^2=\frac1{4\pi}\int_0^\infty S\,d(q^2)$. Introduce scaled variables

$$q^2=\frac{s}{L^3}v,\qquad \theta=\left(\frac Ls\right)^2\tau,\qquad
\sigma=\left(\frac sL\right)^2g,\quad g=v-v^2 .$$

The prefactors combine as $(s/L^3)(L/s)^2=1/(Ls)$, and

$$W^2=\frac{\Omega}{4\pi Ls}\,I(\tau),\qquad
I(\tau)=\int_0^\infty\frac{e^{2\tau g}-1}{2g}\,dv .$$

**Early limit, $\tau\ll1$.** The integral is dominated by large $v$, where $g\approx-v^2$. With $u=v\sqrt{2\tau}$,

$$I\approx\int_0^\infty\frac{1-e^{-2\tau v^2}}{2v^2}dv
=\frac{\sqrt{2\tau}}2\int_0^\infty\frac{1-e^{-u^2}}{u^2}du=\sqrt{\frac{\pi\tau}2}.$$

The last integral equals $\sqrt\pi$ after integration by parts. Restoring $\theta$,

$$W^2\approx\frac{\Omega}{4\pi L^2}\sqrt{\frac{\pi\theta}{2}},$$

which does not contain $s$. For $1\ll\theta\ll(L/s)^2$ the long-wave roughness is set by noise against smoothing, and the instability has not yet acted. The lower bound keeps the important wavelengths above $L$.

**Late limit, $\tau\gg1$.** Now the peak of $g$ dominates. Put $v=\tfrac12+\delta$, so that $g=\tfrac14-\delta^2$ and

$$\frac1{2g}=\frac{2}{1-4\delta^2}=2\left(1+4\delta^2+\dots\right).$$

The $-1$ in the numerator of $I$ contributes an exponentially smaller amount and is dropped. The Gaussian weight $e^{-2\tau\delta^2}$ has total area $\sqrt{\pi/2\tau}$ and mean square $\langle\delta^2\rangle=1/4\tau$. Therefore

$$W^2=\frac{\Omega}{2\pi Ls}\sqrt{\frac{\pi}{2\tau}}\;e^{\tau/2}\left[1+\frac1\tau+O(\tau^{-2})\right].$$

The bracket holds the first correction. It is positive because modes beside the peak grow more slowly and so retain more of the later noise relative to their growth factor.

## Coverage at one layer of roughness

Define emergence by $W=1$ layer. Write $\Lambda=Ls/\Omega$. Solving the leading form for the exponential,

$$e^{\tau_0/2}=2\pi\Lambda\sqrt{\frac{2\tau_0}{\pi}}=\Lambda\sqrt{8\pi\tau_0}
\;\Rightarrow\;
\tau_0=2\ln\!\left(\Lambda\sqrt{8\pi\tau_0}\right).$$

This is solved by iteration. With the correction retained,

$$\tau=2\ln\Lambda+\ln(8\pi\tau)-2\ln\!\left(1+\frac1\tau\right).$$

Set $\tau=\tau_0+\Delta$ and expand to first order, $\ln\tau\approx\ln\tau_0+\Delta/\tau_0$. Then $\Delta=\Delta/\tau_0-2/\tau_0$, or

$$\Delta=-\frac{2}{\tau_0-1}.$$

The result is

$$\theta_{W=1}\approx\left(\frac Ls\right)^2\left[\tau_0-\frac2{\tau_0-1}\right].$$

The scaling $(L/s)^2$ survives up to a logarithm, but the bracket is large when $Ls\gg\Omega$. As long as $\tau_0\gg1$, a different threshold for $W$ changes only the argument of that logarithm.

## Numbers for a rhenium-like surface

Take growth of rhenium on its own basal plane, with a rough in-plane spacing $a=0.28$ nm and a rough layer height $d=0.22$ nm, so $\Omega=0.0679$ nm². The growth parameters are assumed: $L=10$ nm, $s=1$ nm, $F=0.2$ ML/s and 600 K.

The bare estimate is $(10/1)^2=100$ ML. The e-folding coverage is $4\times100=400$ ML, a film of $400\times0.22=88$ nm deposited in $400/0.2=2000$ s. The wavelength of the fastest mode, which sets the scale of the mound spacing, is $8.89\times10\times\sqrt{10}=281$ nm. Diagonalising the growth operator on a ring 6000 nm long gives 400.5 ML and 286 nm; the ring admits only wavelengths that divide its length, and $6000/21=286$ nm is one of them.

For the onset, $\Lambda=10/0.0679=147$, and the iteration settles at

$$\tau_0=2\ln\!\left(147\sqrt{8\pi\times15.98}\right)=15.98,$$

or 1598 ML. The first correction is $-2/14.98=-0.13$, or $-13$ ML, giving 1585 ML. Direct quadrature of $W^2$ gives 1581 ML. With deposition noise alone, mounds of one layer rms thus need about 16 times the bare estimate: a film about 350 nm thick, grown in 2.2 hours. At 100 ML the prefactor $\Omega/4\pi Ls=5\times10^{-4}$ keeps the long-wave roughness to a few hundredths of a layer.

With $L$ fixed, $s=0.5$, 1 and 2 nm give onsets of 5722, 1581 and 433 ML, which are 14.3, 15.8 and 17.3 times $(L/s)^2$. The multiplier rises slowly with $s$ through $\ln\Lambda$. Halving $\nu$ at fixed $K$ also gives 5722 ML, since $s$ enters only through $\nu=Ls$. The unknown coefficient of $\nu$ is thus a larger uncertainty than the asymptotic correction.

## Conditions and neglected effects

**Slope.** The linear form of the uphill current needs slopes well below $1/L$. At $W=1$ the rms slope is about $q_*$, so its product with $L$ is $\sqrt{s/2L}=0.22$. To measure the effect, the uphill current was replaced by $FLs\,m/(1+L^2m^2)$, a model form that bends below the linear law, peaks at $m=1/L$ and then falls. In simulations with random deposition up to 1581 ML, on squares ten mound spacings wide, the linear surface reached $W^2=1.03$, against 1 from the integral. The one with the modified current reached 0.86, a reduction of $W$ by about 9%. Since $W^2$ grows nearly as $e^{\tau/2}$, this form of the current delays the onset by only a few tens of monolayers. The result depends on the form. The terrace formula with $\ell=1/m$ keeps the current at $Fs/[2(1+sm)]$ for $m>1/L$, so it falls only on the scale $m\sim1/s$. An interpolation such as $m/(1+L|m|)$, which levels off instead of falling, lowers the current at $mL=0.22$ by about 18% rather than 5% and would delay the onset more.

**Height.** Small slopes are not sufficient for the linear law. Adatoms are scarcer on slopes, where steps are closer together; a simple interpolation is $n\sim(F/D)L^2/(1+L^2m^2)$. The current $-D\nabla n$ then adds $-L^4\nabla^2(\nabla h)^2$ to $\partial h/\partial\theta$. Compared with $L^4\nabla^4h$ this is of relative size $h$, so it is no longer small at $W=1$. For a single mode $A\cos q_*x$ it drives a second harmonic of amplitude $-0.2A^2$, which lowers the growth rate by the fraction $0.4A^2=0.8W^2$; the simulated form of the uphill current lowers it by $0.15W^2$. The term therefore delays the onset, in this estimate by more than that form of the current does. The size of the delay on a noisy two-dimensional surface is not computed here. It is left out of the onset coverages given here.

**Finite $s/L$.** The terrace formula at $\ell=L$ reduces $\nu$ by $1+s/L$, which lengthens the clock by $(1+s/L)^2=1.21$. The logarithm falls slightly, so the onset moves to about 1900 ML. This exceeds the $1/\tau$ correction and has the opposite sign.

**Gradients and other noise.** A next smoothing term of order $L^6q^6$ would be $(q_*L)^2=5\%$ of the $L^4q^4$ term. Random hopping of adatoms at density $n\sim FL^2/D$ adds noise of strength $2Dn\Omega q^2$ per unit time. Deposition gives $F\Omega$, so the ratio at $q_*$ is about $2(q_*L)^2=10\%$. The randomness of nucleation itself may matter more. If $L$ and $F$ are its only scales, the argument used for $K$ allows a noise of order $FL^6q^4$. With a coefficient of one, this is $s^2/4\Omega=3.7$ times the deposition noise at $q_*$ and would bring the onset forward to roughly 1100 to 1200 ML if wavelengths below a cutoff between $2L$ and $6L$ are left out. The short-wave part of $W^2$ grows as the square of the cutoff wavenumber; with a cutoff at $L$ it exceeds one layer by itself, and $W=1$ no longer marks the appearance of mounds. The coefficient is not derived here, so the onset coverages in this text hold for the linear law with deposition noise alone.

**Thermal smoothing.** This estimate assumes a surface energy that varies smoothly with slope, which is not true of a facet below its roughening temperature, so for a facet it is only a rough indication. With surface energy $\gamma$ per atom, curvature shifts the chemical potential by $-\gamma d^2\nabla^2h$. Adatoms of equilibrium density $e^{-E/k_BT}$ then give a smoothing coefficient $De^{-E/k_BT}\gamma d^2/k_BT$. To find $D$, require about one nucleation per area $L^2$ per monolayer: $(D/a^2)n^2(L^2/a^2)\sim F$. With $n\sim FL^2/D$ this gives $L\sim a(D/a^2F)^{1/6}$. For an assumed $E=1.0$ eV and a rough $\gamma=1.5$ eV, thermal smoothing is $9\times10^{-5}$ of $FL^4$. The result depends strongly on $E$: a change of 0.2 eV alters it about fiftyfold.

**Temperature.** The same relation, with an assumed attempt frequency of $10^{13}$ s$^{-1}$, implies a diffusion barrier of 0.52 eV. The relation $s=a(e^{E_s/k_BT}-1)$, for an edge hop slowed by an extra barrier $E_s$ at equal attempt frequency, implies $E_s=0.079$ eV. At 600 K, $s$ reaches $L/3$ at $E_s=0.13$ eV and $L$ at 0.19 eV, so the premise $s\ll L$ holds only for step barriers well below these values. Heating by 50 K at the same deposition rate then raises $L$ to 11.4 nm and lowers $s$ to 0.86 nm. The e-folding coverage rises from 400 to about 700 ML, provided that pairs of adatoms remain stable at the higher temperature, as the relation for $L$ assumes.

**The real material.** The values of $L$ and $s$ are not measurements on rhenium, so the thicknesses above are outcomes of the model, not predictions for a particular film. A hexagonal close-packed surface has two alternating step types. If their barrier lengths were $0.5s$ and $1.5s$ on equal terraces, the mean current would fall by 2% and the clock would lengthen by about 4%. Equal terraces do not last, however. A terrace feeds its ascending step more than its descending one by $F\ell s/(\ell+s)$, with $s$ the barrier length of that terrace, and the two step types advance at the same speed only if this difference is the same on both terraces. On a staircase without nucleation and with a mean width of 10 nm, the continuum formula gives widths of 19.3 and 0.7 nm, a current lower by 46%, and a clock about 3.5 times longer. The narrow terrace is then only a few atoms wide, so its width is a rough value: it could be off by several tenths of a nanometre. Nucleation on the wide terraces would limit this pairing, so the actual effect is not determined here. Another departure is a substrate threaded by screw dislocations, which supply steps without nucleation. One per mound cell $\lambda_*^2$ corresponds to $1.3\times10^9$ cm$^{-2}$; near or above that density a typical mound cell contains such a step source, so the start assumed here, flat and roughened only by noise, can no longer be relied on. The remaining values are in the numerical output below.

## Table of computed values

```
in-plane spacing (rough): 0.28 nm
layer height (rough): 0.22 nm
area per surface atom: 0.0679 nm^2
nucleation length L: 10.0 nm
Ehrlich-Schwoebel length s: 1.0 nm
deposition rate: 0.20 ML/s
temperature: 600 K
terrace current / (F s), lattice: 0.442
bare estimate (L/s)^2: 100 ML
e-folding coverage, formula: 400 ML
e-folding coverage, diagonalisation: 400.5 ML
mound spacing, formula: 281 nm
mound spacing, diagonalisation: 286 nm
film thickness per e-folding: 88 nm
time per e-folding: 2000 s
coverage at W = 1 layer, quadrature: 1581 ML
coverage at W = 1 layer, log formula: 1598 ML
that coverage / (L/s)^2: 15.8
film thickness at W = 1 layer: 348 nm
growth time to W = 1 layer: 7906 s
s = 0.5 nm: (L/s)^2 = 400 ML, e-folding 1600 ML, W = 1 at 5722 ML, ratio 14.3
s = 1.0 nm: (L/s)^2 = 100 ML, e-folding 400 ML, W = 1 at 1581 ML, ratio 15.8
s = 2.0 nm: (L/s)^2 = 25 ML, e-folding 100 ML, W = 1 at 433 ML, ratio 17.3
nu halved: e-folding 1600 ML, W = 1 at 5722 ML
simulated W^2, linear: 1.03 layers^2
simulated W^2, saturating current: 0.86 layers^2
W saturating / W linear: 0.914
rms slope times L, simulated: 0.205 layers
rms slope times L, estimate: 0.224 layers
finite s/L lengthens clock by factor: 1.21
higher gradients, (q* L)^2: 0.050
diffusion noise / shot noise, about: 0.10
assumed adatom formation energy: 1.0 eV
surface energy per atom (rough): 1.5 eV
thermal smoothing / F L^4: 9.1e-05
alternating steps 0.5 s and 1.5 s, current ratio: 0.979
assumed attempt frequency: 1e+13 1/s
implied diffusion barrier: 0.52 eV
implied extra step barrier: 0.079 eV
50 K hotter: L = 11.4 nm, s = 0.86 nm, e-folding 703 ML
dislocations, one per mound cell: 1.3e+09 cm^-2
```
